# Why circulating currents can exceed the net current in biased benzene

Anyone who wants the magnetic field inside a current-carrying molecular ring must decide what the transport calculation has to deliver. If the terminal current fixes the scale of the field, a transmission function is enough. If it does not, the current in each arm of the ring is needed, on an energy grid fine enough to resolve its sign. For benzene the answer depends on where the bias window lies. Near the degenerate ring orbitals the bond currents can be tens of times larger than the terminal current; in the middle of the gap they are comparable with it. One solvable model shows why, and also gives the field.

## The model and its bond currents

Take six sites numbered counterclockwise, $j=0,\dots,5$, one π orbital each, with Hamiltonian elements $-t$ between neighbours and zero site energies. The electrons are independent, with two equivalent spins, and there is no applied magnetic field. Contacts at sites $L$ and $R$ add self-energies $-i\Gamma_L/2$ and $-i\Gamma_R/2$. The retarded Green function is

$$G=\left(E-H+\tfrac{i}{2}\hat\Gamma\right)^{-1},\qquad \hat\Gamma=\Gamma_L|L\rangle\langle L|+\Gamma_R|R\rangle\langle R| .$$

Electrons injected from $L$ have the ring amplitude $\psi=G|L\rangle$ and the density per unit energy $(\Gamma_L/2\pi)|\psi_j|^2$. From $i\hbar\,\dot\psi_k=\sum_j H_{kj}\psi_j$, the growth of $|\psi_k|^2$ due to site $j$ is $(2/\hbar)\,\mathrm{Im}(\psi_k^*H_{kj}\psi_j)$. Multiplying by $\Gamma_L/2\pi$ and taking out $1/h$ gives the dimensionless electron flow from $j$ to $j+1$:

$$K_j=2\Gamma_L\,\mathrm{Im}(H_{j+1,j}\,\psi_{j+1}^*\psi_j).$$

The escape rate into the right contact, $\Gamma_R|\psi_R|^2/\hbar$, gives in the same way the transmission $T=\Gamma_L\Gamma_R|\psi_R|^2$.

States filled equally from both contacts contribute no bond current. Indeed $G^{-1}-(G^\dagger)^{-1}=i\hat\Gamma$; multiplying by $G$ on the left and $G^\dagger$ on the right gives $G\hat\Gamma G^\dagger=i(G-G^\dagger)$. Since $H$ is real and symmetric, $G$ is symmetric, so the right side is $-2\,\mathrm{Im}\,G$, a real matrix. The imaginary parts that make up the flows from $L$ and $R$ therefore cancel. What remains is

$$I_j=\frac{2e}{h}\int K_j(E)\,[f_L(E)-f_R(E)]\,dE ,$$

with $f_L,f_R$ the contact occupations and the factor 2 for spin. I count electron flow as positive; the conventional current is opposite.

The circulating part needs a definition. I use the mean counterclockwise flow over the six bonds, $K_c=\frac16\sum_jK_j$. The field at the centre will turn out to select this same mean.

## How the two arms share the current

Between the contacts run two arms. Inside one arm the amplitudes obey $(E-H_{\rm int})\phi=V_L\psi_L+V_R\psi_R$, where $V_L,V_R$ are the hops to its ends. Solving for $\phi$ and inserting it at site $R$ leaves a real coupling $h\,\psi_L$ and a real shift proportional to $\psi_R$. The shift carries no current, because $\psi_R^*\psi_R$ is real. The flow from $L$ to $R$ through the arm is therefore

$$K_{\rm arm}=2\Gamma_L\,h\,\mathrm{Im}(\psi_R^*\psi_L).$$

The last factor is common to both arms. With $T=K_a+K_b$ it follows that

$$\frac{K_a}{T}=\frac{h_a}{h_a+h_b}.$$

The contacts have dropped out. If $h_a$ and $h_b$ have opposite signs and nearly equal sizes, two large opposed flows leave a small difference, as in a divider whose branches nearly cancel.

For meta contacts, $L=0$ and $R=2$, the short arm $a$ has one interior site and $h_a=(-t)(1/E)(-t)=t^2/E$. The long arm $b$ has three. Its interior determinant is $E^3-2Et^2$, and the corner element of the interior inverse is $t^2$ divided by that determinant. The two end hops supply another $t^2$, so

$$h_b=\frac{t^4}{E(E^2-2t^2)},\qquad h_a+h_b=\frac{t^2}{E}\,\frac{E^2-t^2}{E^2-2t^2}.$$

Division gives

$$\frac{K_a}{T}=\frac{E^2-2t^2}{E^2-t^2},\qquad \frac{K_b}{T}=\frac{t^2}{E^2-t^2}.$$

Arm $a$ runs counterclockwise over two bonds; arm $b$ runs clockwise over four. Hence

$$\frac{K_c}{T}=\frac{2K_a-4K_b}{6T}=\frac{E^2-4t^2}{3(E^2-t^2)}.$$

The denominator vanishes at $E=\pm t$, the energies of the two degenerate pairs of ring orbitals. Put $E=-t+x$ with $|x|\ll t$. Then $E^2-t^2\simeq-2tx$ and $E^2-4t^2\simeq-3t^2$, so

$$\frac{K_c}{T}\simeq\frac{t}{2x}.$$

A zero of transmission is not sufficient for this. Meta benzene also has $T=0$ at $E=0$, in the middle of the gap, but there the ratio tends to $4/3$. Both currents vanish together, and nothing large circulates.

## Why a doublet does it

The ratio alone does not say whether $K_c$ is large or $T$ merely small. For that, keep only the two orbitals near $E=-t$. With $\kappa=2\pi/N$, $N=6$, they are the standing waves $\sqrt{2/N}\cos\kappa j$ and $\sqrt{2/N}\sin\kappa j$. Let $n_j=(\cos\kappa j,\sin\kappa j)$, let $\alpha$ be the angle from $n_L$ to $n_R$, and let $\gamma_{L,R}=2\Gamma_{L,R}/N$. A weak perturbation may split the pair; measured from the mean level it is a real, symmetric, traceless matrix $W$. The projected inverse Green function is

$$M=x-W+\tfrac{i}{2}\left(\gamma_Ln_Ln_L^{T}+\gamma_Rn_Rn_R^{T}\right),$$

and $\psi_j=(2/N)\,n_j\cdot M^{-1}n_L$. For a two-by-two matrix $M^{-1}=(\mathrm{tr}M-M)/D$, with $D=\det M$. Since $\mathrm{tr}M=2x+\frac i2(\gamma_L+\gamma_R)$, the $\gamma_L$ terms cancel when this acts on $n_L$:

$$D\,M^{-1}n_L=u+iw,\quad u=(x+W)n_L,\quad w=\frac{\gamma_R}{2}(n_L-\cos\alpha\,n_R).$$

The vector $w$ is perpendicular to $n_R$. If $n_R^\perp$ is $n_R$ turned by $+90^\circ$, then $w=-\frac{\gamma_R}{2}\sin\alpha\,n_R^\perp$. The right contact thus sees only $u$, through the transfer amplitude

$$\tau=n_R\cdot(x+W)n_L,\qquad T=\frac{\gamma_L\gamma_R\,\tau^2}{|D|^2}.$$

For the bond flow insert $H_{j+1,j}=-t$ and the amplitudes:

$$K_j=-\frac{4t\gamma_L}{N|D|^2}\left[(n_{j+1}\cdot u)(n_j\cdot w)-(n_{j+1}\cdot w)(n_j\cdot u)\right].$$

The bracket equals $(n_{j+1}\times n_j)(u\times w)$, where the cross denotes the scalar $a_1b_2-a_2b_1$. The first factor is $-\sin\kappa$ on every bond. For the second, $u\times n_R^\perp=u\cdot n_R=\tau$, so $u\times w=-\frac12\gamma_R\tau\sin\alpha$. Therefore

$$K_c=-\frac{2t\sin\kappa\sin\alpha}{N}\,\frac{\gamma_L\gamma_R\,\tau}{|D|^2},\qquad \frac{K_c}{T}=-\frac{2t\sin\kappa\sin\alpha}{N\,\tau}.$$

This is the reason for the excess. The net current is quadratic in $\tau$; the circulation is linear in it and carries the full hopping energy $t$. A single real standing wave has no bond current. Two of them, excited out of phase, make a running wave, and $u\times w$ measures that out-of-phase mixture. The contacts need little strength to produce it, because the partner orbital is so close in energy. Without splitting, and for meta contacts, $\tau=x\cos\alpha$, $\alpha=120^\circ$, and the ratio is again $t/(2x)$.

The doublet gives the same flow on all bonds, whereas the two arms must differ by the through current $T$. Interference with the remaining orbitals supplies that difference, but does not enter the mean directly. To see this, write $\psi_j=N^{-1/2}\sum_m a_me^{i\kappa_mj}$, with $\kappa_m=2\pi m/N$. Summing $\psi_{j+1}^*\psi_j$ over the ring removes all products of different $m$, and

$$K_c=\frac{\Gamma_L}{N}\sum_m2t\sin\kappa_m\,|a_m|^2 .$$

Circulation is an imbalance between opposite ring momenta. The other orbitals act on it through their own imbalance and through small changes of the doublet amplitudes.

For para contacts $\alpha=180^\circ$ and $\sin\alpha=0$, so the circulation vanishes in the two-orbital approximation. In the clean ring this holds beyond the two-orbital picture: reflection in the line through the contacts exchanges the two senses of rotation and leaves the system unchanged. A substituent off that line changes the coupling $h$ of one arm only. The two arms, equal in length, then in general carry unequal flows, and circulation returns. The remaining orbitals make this possible by unbalancing the doublet amplitudes, but the flow itself is carried almost entirely by the doublet momenta, and it need not be small: with $t=2.5$ eV, $\Gamma=0.2$ eV and the site next to $L$ raised by 0.1 eV, $K_c$ peaks at about 2.6 where $T=0.67$.

## Peak and integrated currents

Now take the unsplit meta doublet with equal contacts, $\gamma=\Gamma/3$. The determinant is $D=x^2-\frac{3}{16}\gamma^2+i\gamma x$, since $\sin^2\alpha=3/4$. With $x=\gamma y$,

$$K_c=\frac{t}{8\gamma}\frac{y}{P},\qquad T=\frac{y^2}{4P},\qquad P=\left(y^2+\tfrac1{16}\right)\left(y^2+\tfrac9{16}\right).$$

The peak follows from $P=yP'$, or $3y^4+\frac58y^2-\frac9{256}=0$, so $y^2=(\sqrt{52}-5)/48$. There $K_c\simeq1.218\,t/\Gamma$: weaker contacts give a higher and narrower peak. For $t=2.5$ eV and $\Gamma=0.2$ eV this is 15.2; the full ring gives 15.1 at $x=0.014$ eV, where $T=0.17$. A transmission below one thus coexists with a bond flow of fifteen. This breaks no limit on conduction, because the same electron passes a bond many times before it leaves.

At $x=0.010$ eV the short arm carries 14.135 from $L$ to $R$ and the long arm $-14.023$. Their sum is the transmission, 0.112. At $x=-0.010$ eV the signs are reversed.

The bias window therefore matters. If it starts at the doublet and extends upward well beyond $\gamma$, but not to other levels, the circulation integrates to

$$\int K_c\,dE\simeq\frac t8\int_0^\infty\frac{y\,dy}{P}=\frac t{16}\int_0^\infty\frac{ds}{(s+\frac1{16})(s+\frac9{16})}=\frac t{16}\,2\ln9=\frac t4\ln3,$$

where $s=y^2$. For a sharp window edge the coupling has dropped out: the higher peak compensates for the smaller width. Thermal smearing undoes this when the thermal energy $\theta$ is much larger than $\gamma$. Near the edge the window weight is then $\frac12+x/4\theta$. Since $K_c\simeq tT/2x$ is odd in $x$, only the second term contributes, and the integral becomes $(t/8\theta)\int T\,dx$ over both sides of the doublet, which is proportional to $\Gamma$. For the net current, $y^2/P=\frac98(y^2+\frac9{16})^{-1}-\frac18(y^2+\frac1{16})^{-1}$, whose integral is $\frac\pi2(\frac32-\frac12)=\frac\pi2$. Thus

$$\int T\,dE\simeq\frac\gamma4\,\frac\pi2=\frac{\pi\Gamma}{24},\qquad \frac{I_c}{I_{\rm net}}\simeq\frac{6\ln3}{\pi}\,\frac t\Gamma .$$

For the chosen values the ratio is 26. These are limits for $\Gamma\ll t$, and they are not equally good. At $\Gamma=0.2$ eV and a window of 1 eV, the circulation integral differs from its limit by 1.9 percent of that limit, while the net integral falls short by 14 percent.

The slower convergence comes from the tail of $T$. For $x\gg\gamma$ the contacts hardly alter the ring, and $T\simeq\Gamma^2g^2$, where $g$ is the closed-ring Green function between sites 0 and 2. Summing over ring momenta,

$$g=\frac16\left[\frac{2E}{E^2-4t^2}-\frac{2E}{E^2-t^2}\right]=\frac{t^2E}{(E^2-4t^2)(E^2-t^2)}.$$

Expansion about $E=-t$ gives $g\simeq-\frac{1}{6x}(1-\frac{7x}{6t})$, hence $T\simeq\frac{\gamma^2}{4x^2}(1-\frac{7x}{3t})$. The correction falls only as $1/x$, so its integral grows as a logarithm of window width over $\gamma$. Relative to $\pi\gamma/8$, the loss is $(14\gamma/3\pi t)\ln(1/\gamma)$ plus terms linear in $\gamma$, with energies in a fixed unit. The circulation has a steeper tail and no such logarithm at this order.

## From circulation to field

Treat each bond as a thin straight wire of length $a$. Its distance from the centre is $d=\sqrt3a/2$. The Biot–Savart law gives for bond $j$

$$B_j=\frac{\mu_0I_j}{4\pi}\int_{-a/2}^{a/2}\frac{d\,ds}{(d^2+s^2)^{3/2}}=\frac{\mu_0I_j}{4\pi d}\,\frac{a}{\sqrt{d^2+a^2/4}}=\frac{\mu_0I_j}{2\sqrt3\,\pi a},$$

because the last square root equals $a$. The six fields add along the ring axis, and $\sum_jI_j=6I_c$, so

$$B=\frac{\sqrt3\,\mu_0}{\pi a}\,I_c .$$

The through current enters only by way of this mean. Straight leads pointing at the centre add nothing, since their current is parallel to the line joining them to the centre; other lead shapes would contribute. Counterclockwise electron flow means clockwise conventional current, and a field pointing down.

The π density lies above and below the ring plane. As a rough correction, put half the current at each height $\pm z$. The distance to a wire becomes $\sqrt{d^2+z^2}$, and only the fraction $d/\sqrt{d^2+z^2}$ of its field lies along the axis. Repeating the integral multiplies $B$ by

$$\frac{d^2}{d^2+z^2}\,\frac a{\sqrt{a^2+z^2}} .$$

With $a=0.14$ nm the planar field is 4.95 mT per microampere. A height of $z=0.05$ nm, a round choice, reduces it by the factor 0.80. This choice is on the low side: the current of a circulating benzene HOMO in LDA lies at an rms height of 0.07 to 0.08 nm and gives a factor of 0.65 to 0.72 depending on the basis, so the raised-current fields quoted below are 10 to 20 percent high.

## The estimate for benzene

Use $t=2.5$ eV, $\Gamma=0.2$ eV and meta contacts. These are round model parameters, and the results are estimates within the model. One electronvolt of unit transmission carries $2e^2/h\times1\,\mathrm V=77.5$ µA.

First let a 0.2 V window start at the doublet and extend upward, at zero temperature. The limiting formula predicts $77.5\times0.687=53.2$ µA of circulation. The full ring gives 51.1 µA, against a net current of 1.52 µA, a ratio of 34. The field is

$$B=51.1\times4.95\ \mathrm{mT}=253\ \mathrm{mT}=0.253\ \mathrm T,$$

or 204 mT with the raised currents. The terminal current inserted in the same formula would give about 7.5 mT.

This case is favourable and delicate, because the window edge sits on the sign change. At 300 K the smeared edge admits states below the doublet, which circulate the other way, and removes some above it. The circulation falls to 25.9 µA and the planar field to 128 mT. The net current stays near 1.5 µA, since $T$ is nearly even about the doublet and loss and gain almost balance.

Next centre a 1 V window on the doublet at 300 K. The two senses nearly cancel: the net current is 3.7 µA, the circulation $-1.8$ µA, and the field 9 mT. The remainder has a definite sign. In the tails, multiplying $K_c/T\simeq\frac t{2x}(1+\frac{7x}{6t})$ by the expansion of $T$ leaves an even part equal to $-\frac7{12}$ of the leading transmission. The computed ratio, $-0.49$, has that sign. The tail formula does not cover the resonance core, which dominates the integrals; as $\Gamma\to0$ the ratio of the integrals tends numerically to $-\frac12$, not $-\frac7{12}$.

## A small splitting can remove the cancellation

Raise the energy of site 1, between the contacts, by $v$. One orbital of the doublet has a node there and stays at $-t$. The other moves up by about $v/3$, since its weight on the site is $2/N$. At $E=-t$ the arm couplings are $h_a=-t^2/(t+v)$ and $h_b=t$, so $K_a/T=-t/v$ and $K_b/T=1+t/v$. The bond mean is

$$\frac{K_c}{T}=\frac{-2t/v-4(1+t/v)}6=-\frac tv-\frac23 .$$

For $v=0.6$ eV this is $-4.8$, and here $T=0.99$. The excess therefore also occurs on an almost fully open resonance, not just beside a transmission zero.

To find the sense of circulation on both levels, use $W=\frac v3n_1n_1^T-\frac v6$. Both contact vectors make $60^\circ$ with $n_1$, so $n_R\cdot Wn_L=\frac v{12}+\frac v{12}=\frac v6$ and $\tau=-\frac x2+\frac v6$. On the lower level, $x=-v/6$, this is $v/4$; on the upper, $x=v/6$, it is $v/12$. The sign is the same. The zero of $\tau$ has moved to $x=v/3$, above both levels, and their circulations now add.

The same 1 V window at 300 K then gives a net current of 15.6 µA and a circulation of $-104$ µA. The planar field is 517 mT in magnitude, or 416 mT with raised currents. The splitting, 0.196 eV, is about three times $\gamma$. A much larger splitting would weaken the effect: each level contributes a ratio of order $t/v$ over an energy range of order $\gamma$, so the integrated circulation scales as $t\gamma/v$.

For the clean ring in the middle of the gap the picture is different. A 0.2 V window centred at $E=0$, at zero temperature, gives 3.3 pA of net current, 4.4 pA of circulation and 22 nT. The ratio is the $4/3$ found above, and within this model the field is about ten million times smaller than at the doublet. These small values rest on the exact node of the nearest-neighbour π model: a second-neighbour hop of 0.2 eV raises the net current to 44 pA, and tunnelling through σ orbitals is not included.

## Where the estimate can fail

In the cases listed here, a resonant bias gives fields of about 0.1 to 0.5 T when one sense of circulation dominates; a splitting close to $\gamma$, from $v=0.2$ eV, raises the planar value in the 1 V window to about 0.8 T. For a window edge at the doublet and a thermal energy well above $\gamma$, weaker contacts give a smaller field. Reaching the doublet is itself a condition: a small bias about the gap centre does not do so. A bias placed symmetrically about the gap centre would have to reach $2t/e=5$ V, which a junction this short is unlikely to survive. The resonant windows above therefore presuppose that a gate or the choice of contacts has brought the doublet close to the Fermi energy. A partly filled doublet also changes its charge, and the resulting potential can shift or split the levels. The potential drop across the ring can do the same. A linear drop couples ring momenta one step apart, while those of the doublet are two steps apart, so it splits the levels at second order. That is not small here: a full 1 V drop between the contacts splits them by 0.065 eV, about $\gamma$, and turns the $-1.8$ µA of the clean 1 V window into $+146$ µA; a drop of 0.2 V already gives $+10$ µA. A real part of the contact self-energy acts at first order: raising both contact sites by 0.02 eV gives 28 µA in the same window. The near cancellation in the clean ring is therefore a property of the idealised model. Charging, potential drop and contact shifts are omitted from the listed cases, as are electron correlation and vibrations. Vibrations matter because the circulation depends on a fixed phase between two orbitals; if that phase is lost before the electron leaves, the out-of-phase term is reduced.

For a calculation, the safe choice near a ring doublet is therefore to compute the bond currents, to resolve energies well below $\gamma$, and to vary the window edges and the splitting before quoting a field. The numerical output below lists the cases used here.

## Computed values

```
hopping t = 2.50 eV; contact broadening Gamma = 0.20 eV
bond length a = 0.140 nm; current height = 0.050 nm
clean doublet energy -t = -2.500 eV
doublet width gamma = 2 Gamma/N = 0.0667 eV
current per eV of unit transmission = 77.481 microampere
Clean meta ring, flows per channel (dimensionless), x = E + t:
 x=-0.010 eV: T=0.11431, short arm=-14.146, long arm=14.261, K_c=-14.222, K_c/T=-124.42
 x=0.002 eV: T=0.00628, short arm=3.935, long arm=-3.929, K_c=3.931, K_c/T=625.58
 x=0.010 eV: T=0.11196, short arm=14.135, long arm=-14.023, K_c=14.061, K_c/T=125.58
 x=0.050 eV: T=0.19224, short arm=5.047, long arm=-4.854, K_c=4.919, K_c/T=25.59
 x=0.200 eV: T=0.02167, short arm=0.163, long arm=-0.141, K_c=0.148, K_c/T=6.84
peak circulation K_c = 15.125 at x = 0.01428 eV
transmission at that peak = 0.1716
peak coefficient K_c Gamma/t, weak coupling = 1.2182
K_c/T near gap-centre node = 1.3333
weak-coupling integral of K_c, (t/4) ln 3 = 0.6866 eV
weak-coupling integral of T, pi Gamma/24 = 0.02618 eV
weak-coupling current ratio = 26.23
relative errors of the two integral laws, window 1 eV:
 Gamma=0.2000 eV: K_c law 1.857 percent, T law 13.651 percent
 Gamma=0.0200 eV: K_c law 0.190 percent, T law 2.261 percent
 Gamma=0.0020 eV: K_c law 0.019 percent, T law 0.317 percent
 Gamma=0.0002 eV: K_c law 0.002 percent, T law 0.041 percent
field per circulating current = 4.9487 mT/microampere
field factor for current at +/- height = 0.8049
0.2 V window from clean doublet upward:
 0 K: net=1.517 microampere, circulating=51.147 microampere, ratio=33.71
   field, in-plane=253.11 mT, raised=203.72 mT
 100 K: net=1.517 microampere, circulating=41.969 microampere, ratio=27.67
   field, in-plane=207.69 mT, raised=167.17 mT
 300 K: net=1.506 microampere, circulating=25.912 microampere, ratio=17.21
   field, in-plane=128.23 mT, raised=103.21 mT
substituted site energy v = 0.60 eV
split doublet levels = -2.5000, -2.3036 eV
doublet splitting = 0.1964 eV
substituted ring at E=-t: T=0.9894, K_c=-4.782, K_c/T=-4.833
1 V window centred at E=-t, 300 K:
 clean: net=3.747 microampere, circulating=-1.833 microampere, ratio=-0.49
   field, in-plane=9.07 mT, raised=7.30 mT
 substituted: net=15.595 microampere, circulating=-104.393 microampere, ratio=-6.69
   field, in-plane=516.61 mT, raised=415.80 mT
0.2 V window at gap centre, 0 K: net=3.314 pA, circulating=4.422 pA
   field, in-plane=21.88 nT
```
